# Fourth-Power Spreading of a Thin Drop in Diffusion-Limited Reactive Wetting

A braze drop that wets a surface by reacting with it slows down as it spreads if diffusion of a solute to its edge limits the reaction, even at constant temperature and bulk composition. Suppose its radius starts at 2.80 mm, its edge first moves at 1.83 µm/s, and one asks when it will reach 3.50 mm. Constant speed gives $0.70\ \mathrm{mm}/(1.83\ \mathrm{\mu m/s})\approx 380$ s. In the model below, with a constant rate coefficient, the answer is about 550 s. Nor does a single power law $R\propto t^{p}$ describe the motion, because its exponent drifts while the initial radius still matters. The quantity that grows steadily is $R^4$.

## Setting and assumptions

A drop of volume $V$ rests on a flat solid. Its base is a disc of radius $R(t)$, whose rim is the triple line, and it meets the solid at contact angle $\theta$, in radians. A solute in the liquid reacts with the solid at the triple line. The product layer is wetted by the liquid, and the bare solid is not, so the line advances as fast as product forms. The assumptions are:

1. The drop is a spherical cap with $\theta\ll1$.
2. $V$ is constant.
3. Supply of solute by diffusion limits the reaction, and the reaction continues at the line alone.
4. $\theta$ exceeds the equilibrium angle $\theta_e$ on the product. When $\theta$ falls to $\theta_e$, spreading stops.

## Lemma 1: volume of the cap

**Statement.** With $x=\tan(\theta/2)$,

$$V=\frac{\pi R^3}{6}(3x+x^3)=\frac{\pi R^3\theta}{4}\left(1+\frac{\theta^2}{6}+O(\theta^4)\right).$$

**Proof.** Let the sphere have radius $\rho_s$ and the cap height $H$. At depth $y$ below the apex the cross-section has squared radius $2\rho_s y-y^2$, so

$$V=\pi\int_0^H(2\rho_s y-y^2)\,dy=\pi\left(\rho_sH^2-\frac{H^3}{3}\right).$$

At the base $R^2=2\rho_sH-H^2$, hence $\rho_s=(R^2+H^2)/(2H)$ and $V=\pi H(3R^2+H^2)/6$. Since $R=\rho_s\sin\theta$ and $H=\rho_s(1-\cos\theta)$, we have $H=R\tan(\theta/2)=Rx$, which gives the first form. For small angles $x=\theta/2+\theta^3/24+\dots$, so $3x+x^3=3\theta/2+\theta^3/8+\theta^3/8+\dots$, which gives the second. ∎

## Lemma 2: speed of the triple line

Near its edge the drop is a wedge of angle $\theta$. Let $r$ be the distance from the triple line, $D$ the solute diffusivity, $a$ the width of the reaction zone, and $\Delta C$ the concentration far away minus that at $r=a$. The product has thickness $e$ and holds $n$ moles of solute per volume.

**Statement.** For $a^2\ll4Dt$, to leading order in slow changes of the flux,

$$\frac{dR}{dt}=k\theta,\qquad k=\frac{D\,\Delta C}{n e\Lambda},\qquad \Lambda=\frac12\left[\ln\frac{4Dt}{a^2}-\gamma\right],$$

where $\gamma\approx0.577$ is Euler's constant.

**Proof.** No solute crosses the free surface or the finished product, so the concentration depends on $r$ and $t$ alone. Let $q$ be the moles reaching unit length of line per unit time. The wedge is a fraction $\theta/2\pi$ of the full plane, so its field is that of a line sink of strength $2\pi q/\theta$ in the plane. Summing the Gaussian deficits left at earlier times, with $q$ constant, gives the deficit at $r=a$:

$$\Delta C=\int_0^t\frac{2\pi q}{\theta}\,\frac{e^{-a^2/4Dt'}}{4\pi Dt'}\,dt'
=\frac{q}{2\theta D}E_1\!\left(\frac{a^2}{4Dt}\right).$$

For small $z$ the exponential integral is $E_1(z)\approx-\gamma-\ln z$, so $\Delta C=q\Lambda/(\theta D)$, or

$$q=\frac{\theta D\,\Delta C}{\Lambda}.$$

With $\Delta C$ held fixed instead, $q$ varies only logarithmically, and its current value may be used. Finally, an advance $dR$ makes a product volume $e\,dR$ per unit length, which takes up $ne\,dR$ moles. Thus $ne\,dR/dt=q$. ∎

The factor $\theta$ is the width of the path: at distance $r$, solute passes through an arc of length $\theta r$. A thinner edge starves the reaction.

**Remark: flow in the wedge.** In the frame of the line, a wedge of fixed angle exchanges no net volume through any arc, since the liquid behind the arc is enclosed and incompressible. What remains is circulation of zero mean. Let the local depth be $h$, the height $h\zeta$, the velocity $u(\zeta)$ and $F(\zeta)=\int_0^\zeta u\,d\zeta'$, so that $F(1)=0$. If diffusion across the film is fast, the deviation $c'$ from the depth-averaged concentration $\bar c$ obeys $\partial c'/\partial\zeta=(h^2/D)F\,\partial\bar c/\partial r$. Integration by parts gives the mean flux $\int_0^1uc'\,d\zeta=-(h^2/D)(\partial\bar c/\partial r)\int_0^1F^2d\zeta$. Therefore

$$D_{\rm eff}=D+\frac{h^2}{D}\int_0^1F^2\,d\zeta .$$

With the solid moving at speed $U=dR/dt$ under a stress-free surface, $u=U(1-3\zeta+\tfrac32\zeta^2)$ and $F=U(\zeta-\tfrac32\zeta^2+\tfrac12\zeta^3)$. The integral of $F^2$ is $U^2(\tfrac13-\tfrac34+\tfrac{13}{20}-\tfrac14+\tfrac1{28})=2U^2/105$, so

$$D_{\rm eff}=D\left[1+\frac{2}{105}\left(\frac{Uh}{D}\right)^2\right].$$

## Theorem

**Statement.** Under assumptions 1 to 4, with $k$ constant and $R(0)=R_0$, to leading order in $\theta$,

$$R^4-R_0^4=Kt,\qquad K=\frac{16kV}{\pi}.$$

**Proof.** Lemma 1 gives $\theta=4V/(\pi R^3)$ to leading order. Putting this into $dR/dt=k\theta$ and multiplying by $R^3$,

$$R^3\frac{dR}{dt}=\frac{4kV}{\pi}.$$

The left side is $\tfrac14\,dR^4/dt$. Multiplying by 4 and integrating from 0 to $t$ gives the result. ∎

**Early and late limits.** For $Kt\ll R_0^4$, expansion of the fourth root gives $R\approx R_0+Kt/(4R_0^3)$. This is motion at the initial speed $k\theta_0$. For $Kt\gg R_0^4$, $R\approx(Kt)^{1/4}$. In between, the slope on a log-log plot is

$$\frac{d\ln R}{d\ln t}=\frac{Kt}{4R^4},$$

which rises from 0 towards $1/4$. The way to use the law is therefore to plot $R^4$, not to fit an exponent to $R$.

**Dependence on volume.** Between two given angles, $R^4\propto V^{4/3}$ while $K\propto V$. With $k$ held fixed, the spreading time thus grows as $V^{1/3}$.

**Other speed laws.** If $dR/dt=k_m\theta^m$, the same substitution gives $R^{3m}dR/dt=k_m(4V/\pi)^m$, and so

$$R^{3m+1}-R_0^{3m+1}=(3m+1)k_m\left(\frac{4V}{\pi}\right)^mt .$$

Constant speed, $m=0$, makes $R$ linear. The viscous law $m=3$ makes $R^{10}$ linear. With constant coefficients, the fourth power singles out $m=1$ among these laws.

**The final angle.** The speed must be proportional to $\theta$ itself. Were it $k(\theta-\theta_e)$, the proof would give $dR^4/dt=4k(4V/\pi-\theta_eR^3)$, which falls steadily to zero. In the present model the line keeps the speed $k\theta$ until $\theta=\theta_e$, so the straight line in $R^4$ ends abruptly at $R_e=(4V/\pi\theta_e)^{1/3}$.

## Two corrections

**Finite angle.** Write $s=4V/(\pi R^3)$. Lemma 1 reads $s=\theta(1+\theta^2/6)$, so $1/\theta=(1+s^2/6)/s$ to this order. Then $k\,dt=dR/\theta$ becomes

$$\frac{4kV}{\pi}\,dt=\left[R^3+\frac16\left(\frac{4V}{\pi}\right)^2R^{-3}\right]dR .$$

Integrating and multiplying by 4,

$$R^4-R_0^4+\frac13\left(\frac{4V}{\pi}\right)^2\left(R_0^{-2}-R^{-2}\right)=Kt .$$

The added term is positive. At given $R$ and $V$ the true angle is smaller than $s$, so the drop is slower.

**Drift of the logarithm.** Since $\Lambda$ grows with time, $k$ is not strictly constant, and the theorem becomes $R^4-R_0^4=(16V/\pi)\int_0^tk\,dt'$. From $d\Lambda/dt=1/(2t)$, integration by parts gives

$$\int\frac{dt}{\Lambda}=\frac t\Lambda+\int\frac{dt}{2\Lambda^2}\approx\frac t\Lambda\left(1+\frac1{2\Lambda}\right).$$

The gain in $R^4$ therefore grows locally as a power of time with exponent $1-1/(2\Lambda)$. Diffusion-limited wetting gives a nearly straight line, not a strictly straight one.

## Worked example

The parameters are rough values chosen to represent a copper–tin braze with about 1 at.% titanium on carbon near 1400 K:

- $D=3\times10^{-9}$ m²/s and $\Delta C=1000$ mol/m³
- $n=8\times10^4$ mol/m³ and $e=1$ µm
- $a=10$ nm, a chosen value
- $V=10$ mm³, with $R$ going from 2.80 to 3.50 mm

Taking $\Lambda$ at 300 s, $4Dt/a^2=3.6\times10^{10}$ and $\Lambda=\tfrac12(24.31-0.58)=11.86$. Then

$$k=\frac{(3\times10^{-9})(1000)}{(8\times10^4)(10^{-6})(11.86)}\ \mathrm{m/s}=3.16\ \mathrm{\mu m/s}$$

per radian, and $K=16kV/\pi=0.161$ mm⁴/s. The spreading time is

$$t=\frac{150.06-61.47}{0.1610}\ \mathrm{s}\approx550\ \mathrm{s}\approx9.2\ \mathrm{min}.$$

The thin-cap angle falls from 0.580 to 0.297 rad, so the speed roughly halves. The run assumes that $\theta_e$ lies below 0.29 rad, or 17°. The initial speed of 1.83 µm/s belongs to $\Lambda$ at 300 s. If diffusion starts with the run, Lemma 2 gives about 2.1 µm/s at 10 s, and a speed measured that early would make the law predict only about 470 s. The table sets the law beside a numerical integration of $dR/dt=k\theta$ with the full cap formula of Lemma 1.

| $t$ (s) | $R^4$, law (mm⁴) | $R$, law (mm) | $R$, full cap (mm) |
|---|---|---|---|
| 0 | 61.5 | 2.800 | 2.800 |
| 138 | 83.6 | 3.024 | 3.016 |
| 275 | 105.8 | 3.207 | 3.195 |
| 413 | 127.9 | 3.363 | 3.350 |
| 550 | 150.1 | 3.500 | 3.486 |

The full cap needs 565 s to reach 3.50 mm. The corrected formula gives 566 s, since its added term is 2.5 mm⁴ and $2.5/0.161\approx15$ s.

At the end the log-log slope is $88.6/(4\times150.1)=0.15$, far from $1/4$, because $R_0^4$ is still a large part of $R^4$.

## What the model leaves out

**Diffusion history.** A finite-difference solution of radial diffusion, with the concentration at $r=a$ held fixed, gives an effective $\Lambda$ of 12.20 at the end, against 12.17 from Lemma 2. The local exponent of the gain in $R^4$ is 0.957, and the total gain is 1.6% above that for constant $k$. As the angle falls, liquid also leaves the edge region and stretches the depleted zone. Adding this flow at a constant rate to the same calculation raises the final $\Lambda$ by about 0.2, or 1.6%. The rim also lengthens as the drop spreads, which draws liquid along the line and reduces this shift by about a third. The outer diffusion length at the end, $ae^{\Lambda}\approx1.9$ mm, is not small beside $R$. The wedge picture is therefore rough there, which can shift $\Lambda$ by a fraction of order $1/\Lambda$.

**Solute supply.** The new area is $\pi(3.50^2-2.80^2)=13.9$ mm². It takes up $1.1\times10^{-6}$ mol of the $\Delta C\,V=10^{-5}$ mol available, or 11%. If $\Delta C$ falls in proportion, as in a well-mixed drop, the time becomes 586 s, 6% above the law. Depletion alone then lowers the slope of $R^4$ by 11% during the run. If diffusion starts with the run, the growth of $\Lambda$ from 10.2 at 10 s to 12.2 at the end lowers it by about 16%, so together the slope falls by about a quarter. The plot of $R^4$ therefore bends downward. Since $R$ itself grows by a quarter, $R^5$ would look straighter over this short range, and a fitted power near 5 does not rule out $m=1$. A drop that has come down to 33° from a non-wetting angle has a history, however. Carrying the speed law to large angles as a rough guide, a start between 90° and 140° means some 350 to 470 s of earlier spreading, which takes up solute equal to 12 to 18% of $\Delta C\,V$. With $\Delta C$ taken at the start of the run, $\Lambda$ then grows only from about 12 to 12.5. With the full cap angle the slope of $R^4$ falls by about a tenth, and the straightest power is near 4.5. Each further 0.1 µm of product over the whole final base would use another 3%.

**Gravity.** Let $\sigma$ be the surface tension, $\rho$ the density, $\ell=\sqrt{\sigma/\rho g}$ and $X=R/\ell$. For small slopes the drop height is $A[I_0(X)-I_0(r'/\ell)]$, with $r'$ the distance from the axis and $I_j$ the modified Bessel functions. The edge slope is $\theta=AI_1(X)/\ell$ and the volume is $\pi R^2A\,I_2(X)$. Hence $V=\pi R^2\ell\theta\,I_2/I_1$. Since $I_2/I_1\approx(X/4)(1-X^2/24)$,

$$V\approx\frac{\pi R^3\theta}{4}\left(1-\frac{\mathrm{Bo}}{24}\right),\qquad \mathrm{Bo}=\frac{\rho gR^2}{\sigma}.$$

With $\sigma=0.9$ N/m and $\rho=7300$ kg/m³, Bo runs from 0.62 to 0.97. The flattened drop has a larger edge angle and is 3 to 4% faster.

**Circulation and viscosity.** At the start the depth is greatest at the centre, where $h=R_0\theta/2=0.81$ mm. There $Uh/D=0.50$, so circulation raises $D$ by at most about 0.5%. With viscosity $\mu=2$ mPa s the capillary number $\mu U/\sigma$ is $4\times10^{-9}$, so viscous stress hardly disturbs the cap.

**Stirring by surface tension.** A surface stress $\tau$ drives $u=(\tau h/\mu)(\tfrac34\zeta^2-\tfrac12\zeta)$, which has zero mean. Here $F=(\tau h/4\mu)(\zeta^3-\zeta^2)$, and $\int_0^1F^2d\zeta=(\tau h/\mu)^2/1680$. Dispersion equals molecular diffusion when $h^2=\sqrt{1680}\,\mu D/\tau$. A difference of only 0.1 mN/m across the initial radius gives $\tau=0.036$ Pa, $h=0.083$ mm and $r=h/\theta=0.14$ mm. If the liquid beyond that distance is taken as mixed, $\Lambda=\ln(r/a)=9.6$ and $k$ rises by 24%. This is the largest neglected effect estimated here. As $\theta$ falls, the distance $r=h/\theta$ roughly doubles and $\Lambda$ rises to about 10.2. The logarithm therefore still drifts, but less than without stirring. The 24% is measured from the constant $k$ of the example. Against an unstirred drop at the same moment, the gain is about 6% at 10 s and 19% at the end.

**Reliability of the estimate.** The example describes a free millimetre drop on a flat solid, not a braze filling a joint. The width $a$ is poorly known but enters only through a logarithm: ten times larger, it raises $k$ by 24%. If the reaction zone were as wide as the product is thick, 1 µm, $k$ would rise by 63% and the time would fall by more than a third. The inputs $e$, $D$ and $\Delta C$ matter more, since a factor of two in any of them changes the time by a factor of 2.0 to 2.2 when depletion is included. Evaporation into vacuum breaks constant volume. For a rough vapour pressure of 0.1 Pa and molar mass of 80 g/mol, free evaporation from the final area for the whole time removes at most about 3%. The loss is proportional to this pressure, which is known only roughly. The computed 9 minutes should thus be read as a time uncertain by at least a third. The law should not be carried over to ordinary solder on copper unless solute diffusion has been shown to limit the motion of the line there.
